# Flux Dependence of Bales–Zangwill and Kink-Barrier Step Meanders

## Problem

A crystal surface cut slightly off a low-index plane is a staircase of terraces separated by straight atomic steps. During deposition the steps advance and may become wavy. Two mechanisms are compared. In each, the flux is raised from $F$ to $4F$ while the temperature, the step spacing $L$ and all material constants are held fixed.

Lengths are in lattice spacings $a$, and $F$ is in monolayers (ML) per second. A diffusivity is the hop rate in each direction, in $a^2/\mathrm{s}$. Nothing desorbs.

**(a)** In the Bales–Zangwill model, adatoms join a step only from the lower terrace, in front of it. Edge atoms pass kinks freely, and thermally created kinks keep the smoothing of the step independent of flux. Find the growth rate of a small ripple shared in phase by all steps. Show that the fastest-growing wavelength halves when the flux is quadrupled, and state when this holds.

**(b)** In the kink-barrier model, atoms diffusing along a step edge cannot round a kink. Thermal kinks are rare, so new kinks arise when two edge atoms meet and form a stable pair. Show that the initial wavelength falls only to 71 percent.

**(c)** Evaluate both wavelengths for copper-(100)-like parameters, and judge which neglected effects matter.

## Solution

### (a) The Bales–Zangwill wavelength

**The flat step.** Let the step advance toward $+z$, with the lower terrace occupying $0<z<L$. The next step bounds it at $z=L$. Adatoms diffuse much faster than steps move, so their density $c$ is quasi-static:

$$D\nabla^2c+F=0 .$$

At $z=0$ attachment is fast and $c=c_{\rm eq}$. At $z=L$ atoms cannot descend, so $\partial_zc=0$. Integrating twice gives

$$c_0=c_{\rm eq}+\frac FD\left(Lz-\frac{z^2}{2}\right),\qquad c_0'=\frac FD(L-z),\qquad c_0''=-\frac FD .$$

The step speed is $Dc_0'(0)=FL$: each step collects everything that lands on one terrace.

**The rippled step.** Displace every step by $\zeta=\varepsilon\cos qx$ and write $c=c_0(z)+c_1(z)\cos qx$, keeping first order in $\varepsilon$. A forward bulge has curvature $\kappa=-\zeta''=q^2\varepsilon\cos qx$. Its atoms are less well bound, so the density beside it is $c_{\rm eq}(1+\Gamma\kappa)$, where $\Gamma$ is the step stiffness divided by $k_BT$, in lattice units.

At the front step, $z=\zeta$, the first-order terms are

$$c_0'(0)\varepsilon+c_1(0)=c_{\rm eq}\Gamma q^2\varepsilon
\;\Rightarrow\;
c_1(0)=c_{\rm eq}\Gamma q^2\varepsilon-\frac{FL}{D}\varepsilon .$$

At the far edge, $z=L+\zeta$, the normal derivative is $\partial_zc-\zeta'\partial_xc$. Its second term is of second order because $c_0$ does not depend on $x$. Hence

$$c_1'(L)+c_0''(L)\varepsilon=0\;\Rightarrow\;c_1'(L)=\frac FD\varepsilon .$$

Away from the steps $c_1''=q^2c_1$, so $c_1=A\cosh qz+B\sinh qz$ with $A=c_1(0)$. The far-edge condition reads $q(A\sinh qL+B\cosh qL)=F\varepsilon/D$, which gives

$$c_1'(0)=qB=\frac{F\varepsilon}{D\cosh qL}-qA\tanh qL .$$

The ripple changes the step speed by $D[c_0''(0)\varepsilon+c_1'(0)]$. The first term arises because the gradient is evaluated at the displaced step. Inserting $A$ and dividing by $\varepsilon$ gives

$$F\left[\frac1{\cosh qL}-1+qL\tanh qL\right]-Dc_{\rm eq}\Gamma q^3\tanh qL .$$

Atoms also diffuse along the edge. If $\rho_{\rm eq}$ is their equilibrium density and $D_e$ their diffusivity, curvature drives a current $-D_e\rho_{\rm eq}\Gamma\,\partial_x\kappa$. Minus its divergence is $D_e\rho_{\rm eq}\Gamma\kappa''$, and $\kappa''=-q^4\varepsilon\cos qx$. This adds $-K_eq^4$ with $K_e=D_e\rho_{\rm eq}\Gamma$. The full growth rate is

$$\omega=F\left[\frac1{\cosh qL}-1+qL\tanh qL\right]-Dc_{\rm eq}\Gamma q^3\tanh qL-K_eq^4 .$$

**Long waves.** For $u=qL\ll1$,

$$\frac1{\cosh u}=1-\frac{u^2}2+\frac{5u^4}{24}+\dots,\qquad u\tanh u=u^2-\frac{u^4}3+\dots$$

The bracket is therefore $u^2/2-u^4/8$, and with $K=K_e+Dc_{\rm eq}\Gamma L$,

$$\omega\simeq\frac{FL^2}{2}q^2-\left(K+\frac{FL^4}{8}\right)q^4 .$$

The first term is positive: a bulge reaches into the lower terrace and collects more atoms. The second removes short ripples. Setting $d\omega/dq=0$ for $q\ne0$ gives

$$q_*^2=\frac{FL^2}{4(K+FL^4/8)},\qquad
\lambda=\frac{2\pi}{q_*}=4\pi\sqrt{\frac{K}{FL^2}+\frac{L^2}{8}} .$$

**The flux ratio.** Let $r=FL^4/(8K)$, which compares the second term under the root with the first. Then

$$\frac{\lambda(4F)}{\lambda(F)}=\sqrt{\frac{1/4+r}{1+r}}\simeq\frac12\left(1+\frac{3r}{2}\right)\qquad(r\ll1).$$

For $r\to0$ the wavelength is $\lambda=4\pi\sqrt{K/(FL^2)}$ and the ratio is $1/2$. The halving is thus a long-wave result, and it needs a $K$ that does not change with flux.

### (b) The kink-barrier wavelength

**Edge atoms.** Atoms arrive at each edge site at the rate $f=FL$. Consider a straight segment of length $\ell$ between two kinks that absorb atoms. The steady density obeys $D_e\rho''+f=0$ with $\rho(0)=\rho(\ell)=0$, so

$$\rho=\frac{f}{2D_e}x(\ell-x),\qquad
\int_0^\ell\rho\,dx=\frac f{2D_e}\left(\frac{\ell^3}2-\frac{\ell^3}3\right)=\frac{f\ell^3}{12D_e}.$$

The integral is the mean number of atoms present.

**Meetings.** New atoms land on the segment at the rate $f\ell$. Let $p$ be the probability that a newcomer meets a given resident before either is absorbed. The newcomer starts anywhere with equal probability, and the resident's position follows the parabola above. The meeting probability obeys Laplace's equation in the two positions. It equals one where they coincide and zero where either atom is at an end. Measuring positions in units of $\ell$ removes $\ell$, and equal diffusivities cancel, so $p$ is a pure number for segments of many sites. Solving the lattice form of this problem numerically for $\ell=80$ gives $p=0.470$.

The pair-formation rate on the segment is

$$f\ell\times\frac{f\ell^3}{12D_e}\times p=\frac{pf^2\ell^4}{12D_e}.$$

**The selected length.** One new row of atoms is completed in a time $1/f$. Segments much longer than the selected length receive several nuclei in that time and are divided; much shorter ones usually receive none. The crossover is at one nucleus per row time:

$$\frac{pf^2\ell^4}{12D_e}\,\frac1f=1
\;\Rightarrow\;
\ell=\left(\frac{12D_e}{pFL}\right)^{1/4}.$$

At this length the mean number of residents is $f\ell^3/(12D_e)=1/(p\ell)$. It is small for large $\ell$, which justifies counting only pairs.

**From nuclei to a meander.** An atom that lands on top of a new row segment cannot leave over its ends. It stays until it helps to start the next row there. Hills therefore grow above the first nuclei, and the initial wavelength is $\lambda=C\ell$. The factor $C$ is of order one and is taken as independent of flux. Then

$$\frac{\lambda(4F)}{\lambda(F)}=4^{-1/4}=\frac1{\sqrt2}=0.707 .$$

The fourth root assumes that two atoms form a stable nucleus. It describes the initial wavelength, before any merging of hills. To halve this wavelength the flux must rise by $2^4=16$, against 4 in part (a).

**A simulation of the edge.** The argument can be compared with a kinetic Monte Carlo model of 9000 edge sites. Atoms land at random and hop. They stick on meeting each other or a higher neighbouring column, and they never descend a kink. Hills were counted after 1.5 rows had been deposited.

For $D_e/f=6000$ the mean hill spacing was $17.75\,a$. For a fourfold flux, $D_e/f=1500$, it was $13.45\,a$. The ratio is 0.758, which is 7 percent above 0.707 and far from 0.5. The two runs contained about 507 and 669 hills. Independent counts with square-root noise would make the ratio uncertain by about 6 percent. Hills are spaced more evenly than that, because a new row segment captures nearby atoms and so suppresses further nuclei beside it. The variance of the counts is about a quarter of their mean, so the ratio is uncertain by about 3 percent. The excess is a real departure from the fourth-root law at these short lengths: on edges of 30 000 to 40 000 sites the ratio is 0.74 to 0.75 for fourfold steps of $D_e/f$ between 1500 and 24 000, with no clear approach to 0.707. The factor $C$ is thus not independent of flux for hill spacings of 13 to 23 sites, and the 71 percent is the result of the scaling argument, not of the simulation. The cause of the excess is not identified here. The runs support a weak flux dependence, but they do not measure the exponent precisely.

The role of the barrier is clearer. At $D_e/f=1500$ the variance of the edge position was $1.18\,a^2$ with the barrier and $0.34\,a^2$ when atoms could descend kinks freely.

### (c) Numbers

**Parameters.** The energies below are rough model values in the range expected for copper (100), with $a=0.256$ nm. Each hop rate is $10^{12}\,\mathrm{s^{-1}}\times e^{-E/k_BT}$, with $E=0.30$ eV along the edge and 0.40 eV on the terrace. A kink costs $E_k=0.13$ eV. Creating an edge atom from a kink costs 0.26 eV, and a terrace atom costs 0.70 eV. The fluxes are 0.01 and 0.04 ML/s.

The stiffness follows from the kinks. Let a kink of height $n$ have weight $w^{|n|}$, with $w=e^{-E_k/k_BT}$. The weights sum to $(1+w)/(1-w)$, and

$$\langle n^2\rangle=\frac{2w}{(1-w)^2},\qquad
\Gamma=\frac1{\langle n^2\rangle}=2\sinh^2\frac{E_k}{2k_BT}.$$

The second relation comes from long segments. Over $N$ sites the independent kinks give a displacement $h$ of variance $N\langle n^2\rangle$. A step of stiffness $\Gamma$ gives $h$ the weight $e^{-\Gamma h^2/(2N)}$, whose variance is $N/\Gamma$. The probability that a site has a kink is $2w/(1+w)$, so thermal kinks are $(1+w)/(2w)$ apart.

**Bales–Zangwill case: 300 K, $L=12\,a=3.07$ nm, kink barrier set to zero.** Here $D_e=9.125\times10^6\,a^2/\mathrm s$, $\rho_{\rm eq}=4.287\times10^{-5}$ and $\Gamma=75.36$. Their product is $K=2.948\times10^4\,a^4/\mathrm s$; the terrace contributes only $10^{-8}$ of it. With $FL^2=0.01\times144=1.44$,

$$\lambda\simeq4\pi\sqrt{\frac{29484}{1.44}}\,a=1798\,a .$$

Maximizing the full $\omega(q)$ numerically gives $1799\,a=461$ nm at $F$ and $901\,a=231$ nm at $4F$. The ratio is 0.5007. The small excess is the finite-wavelength correction: $r=0.01\times12^4/(8\times29484)=8.8\times10^{-4}$, so $\frac12(1+\frac32r)=0.5007$.

The ripple is slow. Its amplitude grows by a factor $e$ in 2277 ML at $F$ and in 571 ML at $4F$. This follows from $\omega_{\max}\simeq F^2L^4/(16K)$, which makes the required deposit $F/\omega_{\max}\propto1/F$.

**Kink-barrier case: 240 K, $L=6\,a=1.54$ nm, strong kink barrier.** Now $D_e=5.015\times10^5\,a^2/\mathrm s$ and $f=0.06\,\mathrm{s^{-1}}$ per site. Setting $C=1$,

$$\lambda=\left(\frac{12\times5.015\times10^5}{0.470\times0.06}\right)^{1/4}a=121\,a=30.9\ \mathrm{nm}.$$

At $4F$ it is $85.5\,a=21.9$ nm, or 71 percent. The absolute lengths are estimates, since $C$ is not derived. The two cases differ in temperature and spacing, so each flux ratio is to be read within its own case.

**Are the kink assumptions met?** In the first case thermal kinks are $77\,a$ apart. The nucleation length at $4F$ would be $148\,a$, so by mean spacing thermal kinks are the denser kind. Their random placing removes this margin, however. The number of nuclei per gap and row grows as the fourth power of the gap, and for random gaps of mean $\ell_k$ the mean fourth power is $24\ell_k^4$. If the gaps lasted for a whole row, each would receive about $24(76.9/148.5)^4\approx1.7$ nuclei at $4F$ and 0.4 at $F$. This counts every pair as stable. At 300 K a pair bound by 0.26 eV in a gap of mean length survives until the next atom arrives only about one time in five at $F$ and one time in two at $4F$. Survival is higher in the long gaps that dominate the fourth power. The flux also maintains a mean edge-atom density of about $f\ell_k^2/(2D_e)$, which is 0.9 times $\rho_{\rm eq}$ at $F$ and 3.6 times at $4F$. A $K$ independent of flux is therefore imposed in this example and is not justified by its parameters, least of all at $4F$. The ratio 0.5007 belongs to the idealized model and is not a prediction for an edge with these energies. In the second case thermal kinks are $269\,a$ apart, which is 2.2 times the nucleation length at $F$ and 3.1 times that at $4F$. The assumption that thermal kinks are rare holds there with a moderate margin. Pairs are also stable there. A pair bound by 0.26 eV breaks about 3.5 times per second at 240 K, but its atoms almost always meet again, so about 99 percent of pairs last until the next atom arrives.

**A finite step barrier.** Suppose descent from the upper terrace costs an extra 0.10 eV. A barrier hop then has the diffusion resistance of $e^{\Delta E/k_BT}$ ordinary hops, so the excess length is $d=e^{\Delta E/k_BT}-1$. The far-edge condition becomes $c'(L)=-[c(L)-c_{\rm eq}]/d$. Put $c=c_{\rm eq}+bz-Fz^2/(2D)$:

$$b-\frac{FL}{D}=-\frac1d\left(bL-\frac{FL^2}{2D}\right)
\;\Rightarrow\;
b=\frac FD\,\frac{Ld+L^2/2}{L+d}.$$

The mean gradient across the terrace is $b-FL/(2D)$, so the mean current toward the step at $z=0$ is

$$J_0=D\left(b-\frac{FL}{2D}\right)=\frac{FL}{2}\,\frac d{L+d}.$$

On a gently tilted step this current has a component $J_0\zeta'$ along $x$. The terrace strip of width $L$ carries $LJ_0\zeta'$, and conservation gives $\dot\zeta=-LJ_0\zeta''$. The growth rate is $LJ_0q^2$, which is the earlier drive times $d/(L+d)$. For the first case this factor is 0.796. The wavelength rises by $0.796^{-1/2}=1.12$, to about 516 nm, and the long-wave flux ratio is unchanged.

**A kink barrier in the first case.** The same calculation applies along the edge, with $L$ replaced by the kink spacing $\ell_k$ and $F$ by $f$. A segment on a hilltop or a valley floor carries no net current, by symmetry: its two ends either both lead down and repel, or both lead up and absorb. A segment on a staircase of like kinks carries $\frac12f\ell_kd_k/(\ell_k+d_k)$ toward the end that leads up, where $d_k$ is the kink attachment length.

For mean slope $m$, the fractions of up and down kinks are $(1\pm m\ell_k)/2$. If neighbours are independent, the excess of up-staircase over down-staircase segments is $m\ell_k$. The current is then $\frac12f\ell_k^2m\,d_k/(\ell_k+d_k)$. Compared with the Bales–Zangwill drive $FL^2/2$, and with $f=FL$, its strength is

$$\frac{\ell_k^2}{L}\,\frac{d_k}{\ell_k+d_k}\approx476$$

for a kink barrier of 0.20 eV at 300 K. This is a rough estimate, because it uses equal kink spacings. Thermal kinks are spaced at random, which nearly doubles the mean square spacing and hence the drive.

**Comparison with real copper.** The first case describes a model surface from which the kink barrier has been removed. If copper has a barrier near the assumed 0.20 eV, the added drive alone would shorten the 461 nm wavelength by a factor of about $\sqrt{477}\approx22$, to roughly 21 nm. The barrier also slows the smoothing. If the resistances are simply added in series, each stretch $\ell_k$ of the edge gains that of $d_k$ ordinary hops, so $K$ falls by roughly the factor $1+d_k/\ell_k\approx31$ and the estimate drops to about 4 nm. That is well below the kink spacing of 20 nm, where a smooth-step theory no longer applies, so the figure is not a prediction. It does show that, of the two barrier assumptions, the zero kink barrier matters more. In the second case the same barrier gives $d_k\approx16\,000\,a$. An atom on top of a row of length $\ell\ll d_k$ has density $1/\ell$ and escapes over the two ends at the rate $2D_e/(\ell d_k)$, while newcomers arrive at the rate $f\ell$. The ratio of arrival to escape, $f\ell^2d_k/(2D_e)$, is about 14 at $F$ and 28 at $4F$ when $\ell$ is the nucleation length. Treating the barrier as impassable is therefore consistent for rows of that length, though much shorter rows do lose atoms.

**Islands on the terraces.** Both models also ignore nucleation between steps. Averaging the square of the flat one-sided profile gives $\frac2{15}F^2L^4/D^2$ for $(c-c_{\rm eq})^2$. With a rough pair-formation rate $3Dc^2$ per site and $c_{\rm eq}$ neglected, an $L\times L$ patch receives $\frac25FL^6/D$ islands per monolayer. This is 0.06 at $F$ and 0.25 at $4F$ in the first case, and 0.05 and 0.19 in the second. On a single patch islands are thus occasional at $F$ and fairly frequent at $4F$. One wavelength in the first case spans about 150 patches at $F$, however, so every monolayer brings several islands per wavelength. These counts treat every pair as a stable island. At 300 K a terrace pair bound by about 0.26 eV breaks faster than new atoms reach it, so the first-case numbers are upper estimates. The effect of islands on the wavelength is not calculated here. Because their number grows with flux, they could shift a measured ratio away from either ideal value.
